# Octupole correction to Maxwell's conductivity for a cubic array of pores

## 1. What symmetry and dimensions fix

Insulating spherical pores of radius $R$ sit on a simple cubic lattice of constant $a$ in a solid of conductivity $k_m$. Conduction is steady and obeys Fourier's law. The ratio $\kappa=k_{\rm eff}/k_m$ is dimensionless, so it depends only on $R/a$, or equivalently on the porosity

$$p=\frac{4\pi R^3}{3a^3}<\frac{\pi}{6}.$$

Cubic symmetry makes the conductivity tensor isotropic, so one number suffices.

In a temperature gradient each pore answers with a dipole field ($l=1$) and higher multipoles. A pore's response of order $l$ scales as $R^{2l+1}$. The coupling between a dipole and a multipole $l$ on different pores scales as $a^{-(l+2)}$. A disturbance that goes from dipoles to multipoles $l$ and back to dipoles therefore has relative strength

$$\frac{R^3R^{2l+1}}{a^{2l+4}}\propto p^{(2l+4)/3}.$$

Inversion symmetry forbids $l=2$, so the first candidate is the octupole, $l=3$, with strength $p^{10/3}$. The dipole contribution to $\kappa$ is itself proportional to $p$, so the correction to $\kappa$ is of order $p^{13/3}$. What remains is its coefficient, and a proof that dipoles alone give Maxwell's formula.

## 2. The cell problem and the response of one pore

Set $a=1$ and let the mean gradient $G$ point along $z$. In the solid $\nabla^2T=0$, the function $T-Gz$ is periodic, and $\partial_rT=0$ on each pore. With the origin at a pore centre, $T$ can be chosen odd in $z$. It is even in $x$ and $y$ and unchanged when they are exchanged. Only odd $l$ and $m=0,4,8,\dots$ then occur. Close to the pore, each angular function multiplies

$$A_l r^l+B_l r^{-l-1}.$$

The $A_l$ describe the field arriving from outside; the $B_l$ describe the pore's own field. Insulation requires $lA_lR^{l-1}-(l+1)B_lR^{-l-2}=0$, hence

$$B_l=\frac{l}{l+1}R^{2l+1}A_l,\qquad B_1=\tfrac12R^3A_1,\qquad B_3=\tfrac34R^7A_3 .$$

## 3. The conductivity needs only the dipole

Both $T$ and $z$ are harmonic in the part of the cell outside the pore. Green's identity therefore equates the integral of $T\partial_nz-z\partial_nT$ over the cell faces to the same integral over the pore surface, with the normal along $\hat r$.

On the faces, the first term gives $\int(T_{\rm top}-T_{\rm bottom})\,dA=G$. In the second term, the top and bottom each contribute $\tfrac12\int\partial_zT\,dA$. Their sum is $\kappa G$ by the definition of $k_{\rm eff}$. Opposite side faces cancel. The total is $G(1-\kappa)$.

On the pore only $l=1$ survives the angular integration:

$$\oint\left[\left(A_1R+\frac{B_1}{R^2}\right)-R\left(A_1-\frac{2B_1}{R^3}\right)\right]\cos^2\theta\,dA=\frac{3B_1}{R^2}\,\frac{4\pi R^2}{3}=4\pi B_1 .$$

Therefore

$$\kappa=1-\frac{4\pi B_1}{G}.$$

For an isolated pore $A_1=G$, which gives the dilute limit $\kappa=1-2\pi R^3=1-\tfrac32p$.

## 4. The field of all the other pores

A direct sum of dipole fields over the lattice depends on the shape of the summed region. To avoid this, use the periodic function $g$ defined by

$$\nabla^2g=-4\pi\Big(\sum_{\mathbf n}\delta(\mathbf r-\mathbf n)-1\Big).$$

The uniform background is needed because a periodic function cannot have a net source. Derivatives of $g$ are periodic and harmonic away from the lattice points.

The multipole fields are derivatives of $1/r$:

$$\frac{P_l(\cos\theta)}{r^{l+1}}=\frac{(-1)^l}{l!}\,\partial_z^l\frac1r .$$

Both sides are axisymmetric, harmonic and of the same degree, and they agree on the positive $z$ axis. Replacing $1/r$ by $g$ gives the field of a whole lattice of such multipoles. Subtract $Gz$ and all these lattice fields from $T$. The remainder is periodic and has no singular part at any pore, so it continues to a harmonic function in all space. It must be constant, and oddness makes it zero. The uniform part of the applied field is thus $G$ itself.

Near the origin

$$g=\frac1r+\text{const}+\frac{2\pi}{3}r^2+S_4H_4+S_6H_6+\cdots .$$

The $r^2$ term has Laplacian $4\pi$, as the background demands. The $H_l$ are harmonic polynomials of cubic symmetry whose $m=0$ part is $r^lP_l$. There is no $l=2$ term, because the only cubic quadratic is $r^2$, which is not harmonic. Expanding $1/|\mathbf r-\mathbf n|$ in powers of $r$ gives

$$S_l=\sum_{\mathbf n\ne0}\frac{P_l(\cos\theta_{\mathbf n})}{n^{l+1}},\qquad S_4=3.1082,\quad S_6=0.5733 .$$

These sums converge absolutely. The background does not alter them, since it enters $g$ only through $r^2$, which four derivatives remove. (The fourth derivatives of $g$ and of the direct sum could then differ only by a constant, and both average to zero over a cell.)

## 5. Dipoles and octupoles together

We need $\partial_z(r^lP_l)=l\,r^{l-1}P_{l-1}$, which again follows by comparing values on the axis.

**Dipoles.** Their lattice field is $-B_1\partial_zg$. Its regular part is

$$-\frac{4\pi}{3}B_1z-4S_4B_1r^3P_3-\cdots .$$

The $m=4$ part of $H_4$ is proportional to ${\rm Re}(x+iy)^4$, which does not depend on $z$ and drops out.

**Octupoles.** Their lattice field is $-\tfrac16B_3\partial_z^3g$. Since $\partial_z^3(r^4P_4)=24z$ and $\partial_z^3(r^6P_6)=120r^3P_3$, its regular part is

$$-4S_4B_3z-20S_6B_3r^3P_3-\cdots .$$

The $m=4$ part of $H_6$ would give a harmonic of degree 3 with $m=4$, which does not exist.

Collecting the coefficients of $z$ and $r^3P_3$, and leaving out $l\ge5$ for now,

$$A_1=G-\frac{4\pi}{3}B_1-4S_4B_3,\qquad A_3=-4S_4B_1-20S_6B_3 .$$

Insert $A_3=4B_3/(3R^7)$ in the second equation and multiply by $\tfrac34R^7$:

$$B_3=-\frac{3S_4R^7}{1+15S_6R^7}\,B_1 .$$

Insert this and $A_1=2B_1/R^3$ in the first equation, then multiply by $R^3/B_1$. With $\tfrac{4\pi}{3}R^3=p$,

$$\frac{GR^3}{B_1}=2+p-\frac{12S_4^2R^{10}}{1+15S_6R^7}.$$

Since $4\pi R^3=3p$, section 3 gives $\kappa=1-3p/(GR^3/B_1)$. If the octupoles are dropped, the last term vanishes and

$$\kappa_M=1-\frac{3p}{2+p}=\frac{2(1-p)}{2+p},$$

which is Maxwell's formula. For this lattice, dipoles alone give it at any allowed porosity.

To leading order the factor $1+15S_6R^7$ is 1, and $R^{10}=(3p/4\pi)^{10/3}$. Hence

$$\kappa\simeq1-\frac{3p}{2+p-Cp^{10/3}},\qquad C=12S_4^2\left(\frac{3}{4\pi}\right)^{10/3}=0.9785 .$$

Expanding in the small term, $\kappa-\kappa_M\simeq-3p\,Cp^{10/3}/(2+p)^2$, so

$$\kappa=\frac{2(1-p)}{2+p}-0.7339\,p^{13/3}+O(p^{16/3}),\qquad 0.7339=\tfrac34C .$$

The next power, $p^{16/3}$, comes from expanding $(2+p)^{-2}$. The form with the denominator kept contains it and is preferable at finite $p$.

The sign has a simple reading. The neighbours' octupoles add $+12S_4^2R^7B_1$ to $A_1$. They strengthen the uniform gradient felt by each pore, enlarge its dipole, and so lower the conductivity. The lattice sum enters squared, so its sign is irrelevant.

## 6. The next channel

By the counting of section 1, $l=5$ enters the denominator at $p^{14/3}$. A path with two octupole stages carries an extra $R^7$ and enters at $p^{17/3}$.

For $l=5$, $m=0$, the same steps give $A_5=-6S_6B_1$ and $B_5=\tfrac56R^{11}A_5=-5S_6R^{11}B_1$. The return to $A_1$ is $-6S_6B_5=30S_6^2R^{11}B_1$.

There is also an $m=4$ partner. Write $H_6=r^6(P_6+\eta P_6^4\cos4\phi)$, with $P_6^4(u)=\tfrac{945}{2}(1-u^2)^2(11u^2-1)$. Equal values on the $x$ and $z$ axes require $-\tfrac5{16}-\tfrac{945}{2}\eta=1$, so $\eta=-\tfrac1{360}$.

- Outward: $\partial_z(r^6P_6^4\cos4\phi)=10r^5P_5^4\cos4\phi$, so the arriving amplitude is $-10\eta S_6B_1=S_6B_1/36$. The response is $B_{54}=\tfrac{5}{216}S_6R^{11}B_1$.
- Return: $P_5^4\cos4\phi/r^6=-\partial_zD(1/r)$, with $D={\rm Re}(\partial_x+i\partial_y)^4$. The $m=4$ part of $H_6$ is $\tfrac{945}{2}\eta\,(10z^2-x^2-y^2)\,{\rm Re}(x+iy)^4$, whose $z$ derivative is $9450\,\eta\,z\,{\rm Re}(x+iy)^4$. The $m=0$ part gives nothing, because it would become a harmonic of degree 1 with $m=4$. Since $D\,{\rm Re}(x+iy)^4=192$, the operator $-\partial_zD$ turns $S_6H_6$ into $-9450\cdot192\,\eta S_6z=5040S_6z$. The contribution to $A_1$ is $5040S_6B_{54}=\tfrac{350}{3}S_6^2R^{11}B_1$.

Together the two parts subtract $\tfrac{440}{3}S_6^2R^{14}=0.0603\,p^{14/3}$ from the denominator. The coefficient is about sixteen times smaller than $C$.

## 7. Pores that conduct

Let the pore have conductivity $sk_m$, with interior field $D_lr^l$. Continuity of temperature gives $D_l=A_l+B_lR^{-2l-1}$. Continuity of flux gives $lA_l-(l+1)B_lR^{-2l-1}=slD_l$. Eliminating $D_l$,

$$B_l=\frac{l(1-s)}{l+1+ls}R^{2l+1}A_l .$$

The identity of section 3 and the lattice fields are unchanged. Repeating the elimination to leading order,

$$\kappa\simeq1-3p\left[\frac{2+s}{1-s}+p-16S_4^2R^{10}\,\frac{1-s}{4/3+s}\right]^{-1}.$$

For $s=0$ this is the earlier result. For $s\to\infty$ the bracket becomes $-1+p+\tfrac43Cp^{10/3}$, so the leading correction to Maxwell is $+4Cp^{13/3}$. It has the opposite sign and is $16/3$ times as large as for insulating pores.

## 8. Comparison with a direct solution

The cell problem was also solved without lattice sums. The functions of section 2, up to $l=41$, were fitted by least squares to the face conditions $T=G/2$ on $z=\tfrac12$ and $\partial_xT=0$ on $x=\tfrac12$.

| $p$ | Maxwell | octupole formula | full cell |
|---|---|---|---|
| 0.10 | 0.85714 | 0.85711 | 0.85711 |
| 0.20 | 0.72727 | 0.72670 | 0.72670 |
| 0.30 | 0.60870 | 0.60566 | 0.60566 |
| 0.40 | 0.50000 | 0.49020 | 0.49011 |

Between $p=0.05$ and $0.10$, the full solution's correction in the denominator grows with power 3.334, against the predicted $10/3$. The cause can be tested as well. With the octupole response switched off at $p=0.2$ and all other multipoles kept, 0.9% of the departure from Maxwell remains.

At $p=0.4$ the leading formula misses the full departure from Maxwell by about 1% of that departure. This closeness is partly a cancellation. Dipoles and octupoles with their mutual coupling give 0.49054, above the leading formula; the multipoles with $l\ge5$ then lower it to 0.49011. The agreement should not be extrapolated to $p\to\pi/6$, where the pores touch and the contributions of higher multipoles fall off much more slowly with $l$. The remaining values are in the numerical output.

## 9. A porous ceramic barrier

Take rough values in the regime of stabilized zirconia: $k_m=2$ W/(m K), pore diameter 2 µm, $p=0.40$, and air at 1200 K and one atmosphere. The lattice constant is

$$a=R\left(\frac{4\pi}{3p}\right)^{1/3}=1\ \text{µm}\times(10.47)^{1/3}=2.188\ \text{µm},$$

which leaves necks of 0.188 µm. Maxwell gives $2\times1.2/2.4=1.000$ W/(m K). With $Cp^{10/3}=0.9785\times0.04716=0.0461$,

$$k_{\rm eff}=2\left(1-\frac{1.2}{2.4-0.0461}\right)=0.980\ \text{W/(m K)}.$$

The octupole shift is $-0.0196$ W/(m K), or $-2.0\%$ of the Maxwell value. The neglected effects compare with it as follows.

- **Pore gas.** Take 0.08 W/(m K) for free air, a mean free path of 0.27 µm and a rough temperature-jump coefficient of 1.6. At the wall the temperature jumps by this coefficient times the free path times the normal gradient in the gas. For a uniform gradient in a sphere, the wall temperature differences are then larger than those in the gas by the factor $1+2\times1.6\times0.27/2$, with the pore diameter of 2 µm in the last denominator. The gas therefore conducts effectively $0.08/(1+2\times1.6\times0.27/2)=0.056$ W/(m K). Section 7 with $s=0.028$ gives a change of $+0.037$ W/(m K), opposite in sign to the octupole shift and larger. This figure is probably too high by a fifth or more. The jump formula is not the whole correction: within about a free path of the wall the gas also conducts less along the wall, and on a sphere this enters at the same order in free path over radius as the jump. In addition, 0.27 µm is a hard-sphere value; the viscosity-based path that goes with the coefficient 1.6 is about 0.34 µm. A simple transport model (exponential free paths, isotropic collisions, diffuse walls) gives 0.040 to 0.047 W/(m K) for the gas and a change of $+0.026$ to $+0.031$ W/(m K), still larger than the octupole shift.
- **Radiation across a pore.** In a black sphere the exchange kernel is uniform, so every wall element receives the same irradiation. An element hotter than the mean by $\gamma R\cos\theta$ loses a net $4\sigma T^3\gamma R\cos\theta$, with $\sigma$ the Stefan–Boltzmann constant. A conductor with $k=4\sigma T^3R=0.00039$ W/(m K) would carry the same flux. The effect is negligible here.
- **Radiation through the solid.** The diffusion limit gives $16n^2\sigma T^3/(3\beta)$. With refractive index $n=2.1$ and geometric extinction $\beta=3p/(4R)=0.3$ µm$^{-1}$, this is about 0.008 W/(m K). It is an order-of-magnitude figure, because thermal wavelengths are comparable with the pores. It is probably low: such pores scatter mostly forward, and Mie theory for independent pores puts the transport cross-section near 0.6 of the geometric one, which gives about 0.012 W/(m K). This path may therefore rival the octupole shift.
- **Phonon path.** From a rough heat capacity of $3\times10^6$ J/(m³ K) and sound speed of 4000 m/s, the path is $3k_m/(Cv)\approx0.5$ nm (here $C$ is the heat capacity and $v$ the sound speed). That is 0.3% of the neck, so Fourier's law is adequate.
- **Broad size spread.** In the differential effective-medium model, pores are added in dilute steps to an already porous medium, so $dk/dp=-\tfrac32k/(1-p)$ and $k=k_m(1-p)^{3/2}=0.930$ W/(m K). This lies 0.051 W/(m K) below the ordered array, 2.6 times the octupole shift. The model describes a very broad range of pore sizes, so this is not the effect of disorder alone, which is not computed here.

Real sprayed zirconia barriers also differ from the model in pore shape. Their porosity is roughly 10 to 20%, well below the 40% chosen here, and much of it consists of flat cracks lying across the heat flow. For spheres at those porosities the table gives about 1.5 to 1.7 W/(m K), whereas such coatings conduct roughly 1 W/(m K). That gap is far larger than the octupole shift. Flat cracks across the flow block more heat than spheres of the same total volume, so pore shape is a likely cause, though nothing here tests it. The $p^{13/3}$ term is meant for ordered arrays of closed, nearly spherical pores. In this example it is worth keeping only once the pore gas and the radiation through the solid have been included, and only if $k_m$ is known to better than about 2%.

## Computed values

```
lattice sum S4: 3.1082
lattice sum S6: 0.5733
coefficient C of p^(10/3) in denominator: 0.9785
coefficient 3C/4 of p^(13/3) in conductivity: 0.7339
coefficient of p^(14/3), l=5 formula: 0.0603
coefficient of p^(14/3), l=5 cell solution: 0.0603
measured power in denominator, p=0.05 to 0.1: 3.334
B3/B1 at p=0.1, cell solution (a=1): -0.001528
B3/B1 at p=0.1, leading formula (a=1): -0.00153
share of shift left without octupoles, p=0.2: 0.0091
dipoles only at p=0.4, k_eff/k_m: 0.5
dipoles and octupoles at p=0.4, k_eff/k_m: 0.490544
change of full k_eff/k_m, lmax 31 to 41, p=0.4: 2e-07
p | Maxwell | octupole formula | full cell | (Maxwell-full)/p^(13/3)
0.05 | 0.9268293 | 0.9268277 | 0.9268277 | 0.6992
0.10 | 0.8571429 | 0.8571120 | 0.8571119 | 0.6670
0.20 | 0.7272727 | 0.7267040 | 0.7267030 | 0.6088
0.30 | 0.6086957 | 0.6056632 | 0.6056612 | 0.5596
0.40 | 0.5000000 | 0.4901983 | 0.4901099 | 0.5243
example porosity: 0.4
solid conductivity: 2 W/(m K)
pore diameter: 2 um
temperature: 1200 K
lattice constant: 2.188 um
solid neck between pores: 0.188 um
Maxwell conductivity: 1 W/(m K)
octupole-corrected conductivity: 0.9804 W/(m K)
full cell conductivity: 0.98022 W/(m K)
octupole shift: -0.0196 W/(m K)
octupole shift relative to Maxwell: -1.96 %
free air conductivity (rough input): 0.08 W/(m K)
air molecule diameter (rough input): 0.37 nm
temperature-jump coefficient (rough input): 1.6
air mean free path: 0.27 um
air conductivity in pore: 0.056 W/(m K)
change from pore gas: 0.037 W/(m K)
black-pore radiative conductivity: 0.00039 W/(m K)
change from black-pore radiation: 0.00026 W/(m K)
refractive index of solid (rough input): 2.1
geometric extinction: 0.3 1/um
radiative conductivity through solid: 0.0077 W/(m K)
heat capacity (rough input): 3e+06 J/(m3 K)
sound speed (rough input): 4e+03 m/s
phonon mean free path: 0.5 nm
phonon path / solid neck: 0.003
differential effective-medium conductivity: 0.9295 W/(m K)
change from disorder and size spread: -0.051 W/(m K)
```
